# The band gap of an infinite polyene with alternating Hückel hoppings, part 1

(Sections cited here and not found follow in the second part.)

## I. The infinite chain

### Definitions and conventions

A polyene is a chain of carbon atoms, each of which contributes one p orbital, perpendicular to the molecular plane, and one electron to the \(\pi\) system. The Hückel model keeps these orbitals and treats the electrons as independent. Let a unit cell, numbered \(m\), contain two sites with orbitals \(|A_m\rangle\) and \(|B_m\rangle\), in the order \(A_0,B_0,A_1,B_1,\ldots\) along the chain. The orbitals are taken as orthonormal. The Hamiltonian \(H\) has the nonzero matrix elements

\[
\begin{aligned}
\langle A_m|H|A_m\rangle&=\langle B_m|H|B_m\rangle=\alpha,\\
\langle A_m|H|B_m\rangle&=\beta_1,\qquad \langle B_m|H|A_{m+1}\rangle=\beta_2,
\end{aligned}
\tag{1}
\]

together with the transposed elements. The site energy is \(\alpha\), and \(\beta_1,\beta_2\) are the hoppings within a cell and between neighbouring cells. Both are real and nonzero, and they have equal sign, so that \(\beta_1\beta_2>0\). In the usual phase convention for p orbitals both are negative, and the shorter bond has the larger magnitude.

To count states, close \(N\) cells into a ring and let \(N\) grow without limit. There are \(2N\) orbitals and \(2N\) electrons. The gap \(E_g\) is the energy of the lowest empty level minus that of the highest filled level. For independent electrons it is also the cost of removing an electron from one neutral chain and adding it to a distant identical one. It will be shown that

\[
E_g=2|\beta_1-\beta_2| .
\tag{2}
\]

In this model the gap therefore vanishes if and only if the two hoppings are equal.

### From the site equations to the bands

Write a one-electron state as \(|\psi\rangle=\sum_m(A_m|A_m\rangle+B_m|B_m\rangle)\), where \(A_m\) and \(B_m\) outside the kets are amplitudes. Projecting \(H|\psi\rangle=E|\psi\rangle\) on each orbital gives

\[
\begin{aligned}
(E-\alpha)A_m&=\beta_1B_m+\beta_2B_{m-1},\\
(E-\alpha)B_m&=\beta_1A_m+\beta_2A_{m+1}.
\end{aligned}
\tag{3}
\]

The index \(m-1\) appears in the first line because the left neighbour of \(A_m\) belongs to the preceding cell. The equations are the same in every cell, so the solutions can be chosen to acquire a constant phase per cell:

\[
A_m=u\,e^{ikm},\qquad B_m=v\,e^{ikm},\qquad k=\frac{2\pi j}{N},
\tag{4}
\]

with \(j\) an integer. Closure of the ring requires \(e^{ikN}=1\), which leaves \(N\) distinct values of \(k\). Here \(k\) is a dimensionless phase per two-carbon cell, not a phase per bond.

Insert (4) in (3) and divide by \(e^{ikm}\). With

\[
f(k)=\beta_1+\beta_2e^{-ik},
\tag{5}
\]

the result is

\[
(E-\alpha)u=f\,v,\qquad (E-\alpha)v=f^*u .
\tag{6}
\]

A nonzero solution exists when the determinant of this pair vanishes, that is, when \((E-\alpha)^2-ff^*=0\). Hence

\[
E_\pm(k)=\alpha\pm|f(k)| .
\tag{7}
\]

Each of the \(N\) values of \(k\) gives two levels, so all \(2N\) states are accounted for.

The magnitude follows by multiplying out:

\[
\begin{aligned}
|f|^2&=(\beta_1+\beta_2e^{-ik})(\beta_1+\beta_2e^{ik})\\
&=\beta_1^2+\beta_2^2+\beta_1\beta_2(e^{ik}+e^{-ik})\\
&=\beta_1^2+\beta_2^2+2\beta_1\beta_2\cos k .
\end{aligned}
\tag{8}
\]

Add and subtract \(2\beta_1\beta_2\), then use \(1+\cos k=2\cos^2(k/2)\):

\[
|f|^2=(\beta_1-\beta_2)^2+4\beta_1\beta_2\cos^2\frac{k}{2}.
\tag{9}
\]

### Filling the bands and finding the gap

Each orbital level holds two electrons of opposite spin. The \(2N\) electrons therefore fill \(N\) levels. By (7), no level of the lower band lies above \(\alpha\) and no level of the upper band lies below it, so the \(N\) lowest levels are those of the lower band. The gap is

\[
E_g=\min_kE_+(k)-\max_kE_-(k)=2\min_k|f(k)| .
\tag{10}
\]

Since \(\beta_1\beta_2>0\), the second term of (9) is never negative, and it vanishes at \(k=\pi\). The minimum of \(|f|\) is thus \(|\beta_1-\beta_2|\), which proves (2). The largest value, at \(k=0\), is \(|\beta_1+\beta_2|\). Transitions that conserve \(k\) have energies \(2|f(k)|\) and cover the range

\[
2|\beta_1-\beta_2|\le 2|f(k)|\le2|\beta_1+\beta_2| .
\tag{11}
\]

The gap measures the difference of the hoppings and the upper limit measures their sum. Adding the same negative amount to two negative hoppings widens the bands but leaves the gap unchanged.

The states at the edges show why the difference enters. At \(k=\pi\) the amplitudes change sign from one cell to the next, and \(f=\beta_1-\beta_2\). Take both hoppings negative with \(|\beta_1|>|\beta_2|\), so that \(f<0\). For \(v=u\), equation (6) gives \(E-\alpha=\beta_1-\beta_2\), the filled edge. This state has equal signs across each strong bond and opposite signs across each weak bond. It gains energy on the first and loses energy on the second. The empty edge has \(v=-u\) and the reverse pattern. If the bonds are equal, the two patterns have the same energy.

When \(\beta_2\) tends to zero the chain separates into two-site molecules. Both bands become flat, and the gap tends to \(2|\beta_1|\), the splitting between the bonding and antibonding levels of one molecule.

### The closing of the gap

Let \(\Delta=|\beta_1-\beta_2|\) and \(k=\pi+\kappa\). Because \(\cos^2(\pi/2+\kappa/2)=\sin^2(\kappa/2)\),

\[
E_\pm-\alpha=\pm\sqrt{\Delta^2+4\beta_1\beta_2\sin^2(\kappa/2)} .
\tag{12}
\]

For \(\Delta>0\), \(|\kappa|\ll1\) and \(\beta_1\beta_2\kappa^2\ll\Delta^2\), the sine may be replaced by its argument and the root expanded to first order:

\[
E_\pm-\alpha\simeq\pm\left(\Delta+\frac{\beta_1\beta_2\kappa^2}{2\Delta}\right).
\tag{13}
\]

The edges are parabolic. For \(\beta_1=\beta_2=\beta\), equation (12) instead gives \(\pm2|\beta||\sin(\kappa/2)|\), which is \(\pm|\beta||\kappa|\) to leading order. The bands then meet at a point with a finite slope.

The limit of infinite length matters. A ring with even \(N\) contains \(k=\pi\) and has the gap (2). A ring with odd \(N\) misses it, and the nearest allowed values are \(k=\pi\pm\pi/N\). Equation (12) then gives

\[
E_g^{\rm odd}=2\sqrt{\Delta^2+4\beta_1\beta_2\sin^2\frac{\pi}{2N}} ,
\tag{14}
\]

which tends to (2) as \(N\) grows. A finite uniform ring with odd \(N\) therefore has a gap, although the infinite uniform chain has none.

### Whether light can excite across the gap

An energy difference is an absorption edge only if light couples the two states. Let the sites be equally spaced along the chain axis, with cell length \(\ell\), and let the position operator \(x\) be diagonal in the site basis. The operator \(J=i[H,x]\) equals \(\hbar\) times the velocity along the axis. Its elements are \(J_{rs}=iH_{rs}(x_s-x_r)\). From \(A_m\), the site \(B_m\) lies at a displacement \(+\ell/2\) and \(B_{m-1}\) at \(-\ell/2\). On Bloch amplitudes \(J\) therefore has zero diagonal, and its element from \(B\) to \(A\) is

\[
g(k)=\frac{i\ell}{2}(\beta_1-\beta_2e^{-ik}),
\tag{15}
\]

while the element from \(A\) to \(B\) is \(g^*\). On a ring the same nearest-neighbour displacements define \(J\), so it is the same in every cell and conserves \(k\).

Equation (6) with \(E-\alpha=\pm|f|\) gives \(v=\pm(f^*/|f|)u\). Normalization over \(N\) cells requires \(|u|^2=1/(2N)\). Summing over the cells yields

\[
\langle+|J|-\rangle=\frac12\left(-\frac{f^*g}{|f|}+\frac{fg^*}{|f|}\right)
=-\frac{i\,{\rm Im}(f^*g)}{|f|}.
\tag{16}
\]

The last step uses \(z^*-z=-2i\,{\rm Im}\,z\) for \(z=f^*g\). The product is

\[
\begin{aligned}
f^*g&=\frac{i\ell}{2}(\beta_1+\beta_2e^{ik})(\beta_1-\beta_2e^{-ik})\\
&=\frac{i\ell}{2}\left(\beta_1^2-\beta_2^2+2i\beta_1\beta_2\sin k\right).
\end{aligned}
\tag{17}
\]

The sine term becomes real after multiplication by \(i\), so it does not contribute to the imaginary part. Consequently

\[
|\langle+|J|-\rangle|=\frac{\ell|\beta_1^2-\beta_2^2|}{2|f(k)|},
\qquad
|\langle+|J|-\rangle|_{k=\pi}=\frac{\ell}{2}|\beta_1+\beta_2| .
\tag{18}
\]

For unequal hoppings the element is nonzero throughout the range (11). In the independent-electron model, light polarized along the chain can therefore be absorbed from the gap upward.

### Which assumptions carry the result

**Equal signs.** If \(\beta_1\beta_2<0\), the last term of (9) is negative or zero, and the minimum of \(|f|\) moves to \(k=0\). The gap is then \(2|\beta_1+\beta_2|\). Both cases are covered by

\[
E_g=2\bigl||\beta_1|-|\beta_2|\bigr| .
\tag{19}
\]

Reversing the signs of both orbitals in every second cell changes the sign of \(\beta_2\) and nothing physical. This explains why only the magnitudes enter (19).

**Equal site energies.** Let the sites \(A\) and \(B\) have energies \(\alpha+\delta\) and \(\alpha-\delta\). Equations (6) become \((E-\alpha-\delta)u=fv\) and \((E-\alpha+\delta)v=f^*u\). Their determinant gives \((E-\alpha)^2=|f|^2+\delta^2\), and hence

\[
E_g=2\sqrt{(\beta_1-\beta_2)^2+\delta^2} .
\tag{20}
\]

A chain with equal hoppings now has the gap \(2|\delta|\). Absence of bond alternation is then no longer sufficient for a vanishing gap.

**Hopping between nearest neighbours.** Let \(b'\) couple each site to the next site of the same kind on either side. Its Bloch sum adds \(b'(e^{ik}+e^{-ik})=2b'\cos k\) to both diagonal elements. With \(y=\cos k\) and \(w(y)=|f|\),

\[
E_\pm=\alpha+2b'y\pm w(y),\qquad \frac{dw}{dy}=\frac{\beta_1\beta_2}{w}\ge\frac{\beta_1\beta_2}{|\beta_1+\beta_2|} .
\tag{21}
\]

The derivative follows from (8), and the inequality from \(w\le|\beta_1+\beta_2|\). If

\[
|b'|\le\frac{\beta_1\beta_2}{2|\beta_1+\beta_2|},
\tag{22}
\]

then \(E_+\) does not decrease and \(E_-\) does not increase with \(y\). Both edges stay at \(y=-1\), where they shift together by \(-2b'\), and the gap remains (2). Sufficiently large values of \(|b'|\) close the gap even with alternation. For \(b'>0\), the lower band reaches at least \(\alpha+2b'-|\beta_1+\beta_2|\) at \(k=0\), and the upper band comes down at least to \(\alpha-2b'+\Delta\) at \(k=\pi\). They overlap in energy if \(4b'>|\beta_1+\beta_2|+\Delta\). For \(b'<0\) the roles of the two values of \(k\) are exchanged, and the same condition holds for \(|b'|\). The word "only" in the statement about the gap therefore belongs to the nearest-neighbour model.

**Independent electrons.** Suppose that two electrons on one site cost an extra energy \(U>0\), and let the hoppings go to zero. With \(M\) sites and \(M\) electrons, each site holds one electron. Adding an electron costs \(\alpha+U\), and removing one returns \(\alpha\), so the cost of the charge transfer is \(U\). Equation (2) gives zero in the same limit. Repulsion can therefore produce a gap without bond alternation.

## II. Finite chains and a numerical case

### Symbols and results carried over

The site energy is \(\alpha\). The hoppings \(\beta_1,\beta_2\) are real, have equal sign, and alternate along a chain with one electron per site. A cell \(m\) has amplitudes \(A_m,B_m\). The hopping \(\beta_1\) acts within the cell, and \(\beta_2\) acts between \(B_m\) and \(A_{m+1}\). With \(\Delta=|\beta_1-\beta_2|\), the infinite chain has \(E_g=2\Delta\), by (2), and its interband energies extend to \(2|\beta_1+\beta_2|\), by (11).

### Open chains with strong end bonds

A polyene with \(n\) double bonds has \(2n\) carbon atoms. Let \(|\beta_1|>|\beta_2|\), so that both end bonds are strong. Collect the amplitudes into vectors \(A\) and \(B\) of length \(n\), and let \(\varepsilon=E-\alpha\). The site equations (3), with amplitudes outside the chain set to zero, read

\[
\varepsilon A=QB,\qquad \varepsilon B=Q^{T}A,\qquad
(QB)_m=\beta_1B_m+\beta_2B_{m-1}.
\tag{23}
\]

Changing the sign of \(B\) changes the sign of \(\varepsilon\), so the levels occur in pairs \(\pm\varepsilon\). The matrix \(Q\) is triangular with \(\beta_1\neq0\) on its diagonal. It is therefore invertible, and no level has \(\varepsilon=0\). The \(2n\) electrons fill the \(n\) negative levels, and the gap \(E_g(n)\) is twice the smallest \(|\varepsilon|\).

Combining the first two equations of (23) gives \(\varepsilon^2B=Q^TQB\). Multiplication by \(B^T\) yields \(\varepsilon^2\|B\|^2=\|QB\|^2\). The shift that replaces \(B_m\) by \(B_{m-1}\) discards one amplitude and cannot increase the norm. The triangle inequality then gives

\[
|\varepsilon|=\frac{\|QB\|}{\|B\|}\ge|\beta_1|-|\beta_2|=\Delta .
\tag{24}
\]

The gap of such a chain is never below the bulk gap.

An upper bound shows that it approaches the bulk gap. The smallest eigenvalue of \(Q^TQ\) is at most \(\|QB\|^2/\|B\|^2\) for any trial vector. Choose \(B_m=(-1)^ms_m\), with \(s_m=\sin[\theta(m+1)]\), \(\theta=\pi/(n+1)\) and \(m=0,\ldots,n-1\). The sine vanishes at \(m=-1\) and \(m=n\), and \(s_{m+1}+s_{m-1}=2\cos\theta\,s_m\). Multiplying this identity by \(s_m\) and summing counts each neighbouring product twice, so that

\[
\sum_{m=1}^{n-1}s_ms_{m-1}=\cos\theta\sum_{m=0}^{n-1}s_m^2 .
\tag{25}
\]

The alternating sign makes the cross term in \(\|QB\|^2\) equal to \(-2\beta_1\beta_2\cos\theta\,\|B\|^2\). The two squared terms contribute at most \((\beta_1^2+\beta_2^2)\|B\|^2\). Using \(1-\cos\theta=2\sin^2(\theta/2)\), one finds

\[
2\Delta\le E_g(n)\le
2\sqrt{\Delta^2+4\beta_1\beta_2\sin^2\frac{\pi}{2(n+1)}} .
\tag{26}
\]

Both sides tend to \(2\Delta\) for large \(n\). The upper bound is the gap (14) of a ring with \(n+1\) cells when that number is odd.

In the nearest-neighbour Hückel model, the infinite chain with hoppings of equal sign has the gap \(2|\beta_1-\beta_2|\), and open chains with strong end bonds have gaps that are never smaller and tend to this value as they grow. Uniform chains, weak end bonds, a numerical case, smaller corrections, electron repulsion and the relation to real chromophores and resists remain to be treated.
